# Current density with the gauge origin at each point: d(r) = r

## What goes wrong with one fixed origin

A uniform magnetic field is described by a vector potential that contains an arbitrary point, the gauge origin. Nothing observable depends on it, but a calculation in a finite basis of field-independent functions generally does. For water in the local-density approximation (LDA) with the STO-3G basis, the oxygen shielding along the normal to the molecular plane is 167 ppm with the origin on oxygen. It becomes −695 ppm when the origin is moved 10 Å along the twofold axis, to the side of the hydrogens. The opposite shift gives +1028 ppm, while a shift parallel to the H···H line leaves this component unchanged by symmetry. The field and the molecule are the same in both runs.

The Keith-Bader construction computes the current at each point $\mathbf r$ with a gauge origin chosen for that point. The simplest choice, used here, is the point itself, written $\mathbf d(\mathbf r)=\mathbf r$. The diamagnetic term is then zero, and a response to the linear momentum stands in its place. This notebook derives that statement, first for one electron in a harmonic well and then for $N$ electrons, and asks what it does and does not repair.

**Conventions.** The algebra uses atomic units, with electron charge $-1$. Spin terms are omitted. The potential is
$$\mathbf A(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf d),$$
with $\mathbf d$ a constant vector, and the kinetic momentum is $\mathbf p+\mathbf A$. The symbol $\mathbf j$ is the particle current; the electric current is $\mathbf J=-\mathbf j$. Numerical currents are given as $j\,m_e/(eB)$ in Å$^{-2}$.

## Stage 1: one electron in an anisotropic well

Take $V=\frac12(\omega_x^2x^2+\omega_y^2y^2+\omega_z^2z^2)$, with ground state $\psi_0\propto\exp[-\frac12(\omega_xx^2+\omega_yy^2+\omega_zz^2)]$, density $\rho=\psi_0^2$ and field $\mathbf B=B\hat{\mathbf z}$. Because $\nabla\cdot\mathbf A=0$,
$$\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2 .$$
The last term is of second order in $B$ and is dropped. The first-order term is $H_1=\frac12\mathbf B\cdot[(\mathbf r-\mathbf d)\times\mathbf p]$.

**Origin at zero.** Here $H_1=-\frac i2B(x\partial_y-y\partial_x)$. With $\partial_x\psi_0=-\omega_xx\psi_0$ and $\partial_y\psi_0=-\omega_yy\psi_0$,
$$H_1\psi_0=\tfrac i2B(\omega_y-\omega_x)\,xy\,\psi_0 .$$
The function $xy\psi_0$ is an excited state lying $\omega_x+\omega_y$ above the ground state. The first-order energy is zero, so $(H_0-E_0)\psi_1=-H_1\psi_0$ gives
$$\psi_1=iBg\,\psi_0,\qquad g=-\tfrac12\eta\,xy,\qquad \eta=\frac{\omega_y-\omega_x}{\omega_x+\omega_y}.$$

To first order the current is $\mathrm{Re}[\psi^*(-i\nabla)\psi]+\mathbf A\rho=B\rho\nabla g+\mathbf A\rho$. Its two parts are
$$\mathbf j_{\rm para}=-\tfrac12B\rho\,\eta\,(y,x,0),\qquad \mathbf j_{\rm dia}=\tfrac12B\rho\,(-y,x,0).$$
Since $1+\eta=2\omega_y/(\omega_x+\omega_y)$ and $1-\eta=2\omega_x/(\omega_x+\omega_y)$, the sum is
$$\mathbf j=\frac{B\rho}{\omega_x+\omega_y}(-\omega_yy,\;\omega_xx,\;0).$$
Its divergence is proportional to $2\omega_x\omega_yxy-2\omega_y\omega_xxy=0$, as a stationary current requires.

**Origin at a constant $\mathbf d$.** The perturbation gains
$$-\tfrac12\mathbf B\cdot(\mathbf d\times\mathbf p)=-\tfrac12(\mathbf B\times\mathbf d)\cdot\mathbf p .$$
On the ground state $p_k\psi_0=i\omega_kr_k\psi_0$, and $r_k\psi_0$ is excited by $\omega_k$. The two factors $\omega_k$ cancel, and the change of the wavefunction is
$$\Delta\psi_1=\tfrac i2(\mathbf B\times\mathbf d)\cdot\mathbf r\,\psi_0 .$$
This adds $\frac12(\hat{\mathbf z}\times\mathbf d)\cdot\mathbf r$ to $g$. The gradient, taken at constant $\mathbf d$, adds $\frac12\rho\,\mathbf B\times\mathbf d$ to the paramagnetic current. The diamagnetic current is now $\frac12\rho\,\mathbf B\times(\mathbf r-\mathbf d)$. The terms in $\mathbf d$ cancel.

Because the total at a chosen point does not depend on $\mathbf d$, we may choose $\mathbf d$ equal to that point after the gradient has been taken. The diamagnetic part is then zero, and the momentum response contributes $\frac12\rho\,\mathbf B\times\mathbf r$. The diamagnetic physics is still present, but another term now carries it.

**Numbers.** Take $\hbar\omega_x=4$ eV, $\hbar\omega_y=\hbar\omega_z=8$ eV and the point $(0.5,0.5,0)$ Å. Then $\eta=1/3$ and $\rho=0.09215$ Å$^{-3}$. The magnitudes are
$$\tfrac12(0.09215)(\tfrac13)(0.5)=0.00768,\qquad \tfrac12(0.09215)(0.5)=0.02304 .$$
With the origin at zero, the $x,y$ components in Å$^{-2}$ are

- paramagnetic: $(-0.00768,-0.00768)$;
- diamagnetic: $(-0.02304,+0.02304)$;
- total: $(-0.03072,+0.01536)$.

With $\mathbf d=\mathbf r$, the diamagnetic entry is zero and the momentum response is $(-0.02304,+0.02304)$, with the same total. Multiplication by $-e^2/m_e$ converts the total to an electric current per field of $(0.866,-0.433)$ nA/(T Å$^2$).

**The order of operations.** Suppose $\mathbf d=\mathbf r$ is inserted too early. In the vector potential it gives $\mathbf A=0$ everywhere, hence no field and no induced current. In the phase it gives $\frac12(\hat{\mathbf z}\times\mathbf r)\cdot\mathbf r=0$, and the momentum response is lost. In this second case the current that remains is $(-0.00768,-0.00768)$ Å$^{-2}$ at the chosen point, and its divergence is
$$-\tfrac12B\eta\,[\partial_x(\rho y)+\partial_y(\rho x)]=B\eta(\omega_x+\omega_y)xy\rho=B(\omega_y-\omega_x)xy\rho .$$
This is not zero, so charge would accumulate. Thus $\mathbf d(\mathbf r)=\mathbf r$ is not a single gauge transformation with a position-dependent origin. It is a continuous family of ordinary transformations, each with constant $\mathbf d$, and from each member the current is read at one point.

## Stage 2: N electrons

Let $H_0=\sum_i\frac12p_i^2+V(\mathbf r_1,\dots,\mathbf r_N)$, where $V$ is multiplicative and may contain the Coulomb repulsion. Assume a real, nondegenerate ground state $\Psi_0$. Define
$$\mathbf R=\sum_i\mathbf r_i,\quad \mathbf P=\sum_i\mathbf p_i,\quad \mathbf L=\sum_i\mathbf r_i\times\mathbf p_i,\quad G=\frac{Q}{H_0-E_0},$$
where $Q$ removes the ground state. The paramagnetic current operator is
$$\hat{\mathbf j}(\mathbf r)=\tfrac12\sum_i[\mathbf p_i\delta(\mathbf r_i-\mathbf r)+\delta(\mathbf r_i-\mathbf r)\mathbf p_i].$$

The step from Stage 1 carries over term by term:
$$H_1(\mathbf d)=\tfrac12\mathbf B\cdot\mathbf L-\tfrac12(\mathbf B\times\mathbf d)\cdot\mathbf P .$$
With $\Psi_1=-GH_1\Psi_0$,
$$\Psi_1(\mathbf d)=-\tfrac12G\,\mathbf B\cdot\mathbf L\,\Psi_0+\tfrac12(\mathbf B\times\mathbf d)\cdot G\mathbf P\,\Psi_0 .$$
The second sign is positive because the minus in $-G$ meets the minus in $H_1$. The first-order current at fixed $\mathbf d$ is
$$\mathbf j(\mathbf r)=2\,\mathrm{Re}\langle\Psi_0|\hat{\mathbf j}(\mathbf r)|\Psi_1(\mathbf d)\rangle+\tfrac12\rho(\mathbf r)\,\mathbf B\times(\mathbf r-\mathbf d).$$

Name the two response functions
$$\mathbf j_L(\mathbf r)=-\mathrm{Re}\langle\Psi_0|\hat{\mathbf j}(\mathbf r)\,G\,\mathbf B\cdot\mathbf L|\Psi_0\rangle,\qquad
\Pi_{jk}(\mathbf r)=2\,\mathrm{Re}\langle\Psi_0|\hat j_j(\mathbf r)\,G\,P_k|\Psi_0\rangle .$$
Linearity then gives
$$\mathbf j(\mathbf r)=\mathbf j_L(\mathbf r)+\tfrac12\Pi(\mathbf r)\,(\mathbf B\times\mathbf d)+\tfrac12\rho(\mathbf r)\,\mathbf B\times(\mathbf r-\mathbf d).$$
Every derivative in $\hat{\mathbf j}$ has now acted, and $\mathbf d$ is a constant parameter. Setting it equal to the observation point gives
$$\boxed{\;\mathbf j(\mathbf r)=\mathbf j_L(\mathbf r)+\tfrac12\,\Pi(\mathbf r)\,(\mathbf B\times\mathbf r)\;}$$

Only two sets of responses are needed, to $\mathbf L$ and to $\mathbf P$. No new perturbation problem has to be solved for each point, because the origin enters $H_1$ linearly.

**Is the choice legitimate?** A change of constant origin is $\mathbf A\to\mathbf A+\nabla\chi$ with $\chi=-\frac12(\mathbf B\times\mathbf d)\cdot\mathbf r$. For charge $-1$, multiplying the wavefunction by $e^{-i\chi}$ for each electron compensates it, and the exact current is unchanged. The response formula should reproduce this, which can be checked explicitly.

## Stage 3: test on the exact limit

Since $V$ commutes with $\mathbf R$, and $[\frac12p^2,\mathbf r]=-i\mathbf p$ for each electron, $[H_0,\mathbf R]=-i\mathbf P$. Acting on $\Psi_0$,
$$(H_0-E_0)\mathbf R\Psi_0=[H_0,\mathbf R]\Psi_0=-i\mathbf P\Psi_0 ,$$
so that $\mathbf P\Psi_0=i(H_0-E_0)\mathbf R\Psi_0$ and
$$G\mathbf P\Psi_0=iQ\mathbf R\Psi_0=i(\mathbf R-\langle\mathbf R\rangle)\Psi_0 .$$
The sum over excited states has been done in closed form. The term $\frac12(\mathbf B\times\mathbf d)\cdot G\mathbf P\Psi_0$ is therefore the first-order part of the gauge phase above, apart from a constant phase.

Now insert this in $\Pi$. Twice a real part is a number plus its conjugate, so
$$\Pi_{jk}=\langle\hat j_j\,iR_k\rangle+\langle(iR_k)^\dagger\hat j_j\rangle=i\langle[\hat j_j(\mathbf r),R_k]\rangle .$$
The constant $\langle R_k\rangle$ has dropped out of the commutator. From $[p_j,r_k]=-i\delta_{jk}$ follows $[\hat j_j(\mathbf r),R_k]=-i\delta_{jk}\sum_i\delta(\mathbf r_i-\mathbf r)$, and
$$\Pi_{jk}(\mathbf r)=\rho(\mathbf r)\,\delta_{jk}.$$
The boxed formula then becomes $\mathbf j_L+\frac12\rho\,\mathbf B\times\mathbf r$, the conventional result with the origin at zero.

There is also an integrated form. Since $\int\hat{\mathbf j}(\mathbf r)\,d\mathbf r=\mathbf P$,
$$\int\Pi_{jk}\,d\mathbf r=2\,\mathrm{Re}\langle P_jGP_k\rangle=N\delta_{jk},$$
the Thomas-Reiche-Kuhn sum rule. It is a necessary condition for $\Pi=\rho\mathbf 1$, not a sufficient one: it fixes only the integral of $\Pi$, whereas a shielding weights the region near the nucleus.

The argument used $[V,\mathbf R]=0$. A nonlocal potential, such as Hartree-Fock exchange, breaks this step as written, and its own change in the field must then be included. That case is not treated here.

## Stage 4: orbitals

Take a closed-shell Kohn-Sham determinant with real orbitals $\varphi_i$, a local potential and a functional without current dependence. The first-order orbitals are imaginary, so the density does not change to first order, nor does the potential. Each orbital responds independently.

Let $a$ label empty orbitals and $\Delta_{ai}=\varepsilon_a-\varepsilon_i$. With $p_k=-i\partial_k$, the response to $p_k$ is $-iv_{k,i}$, where
$$v_{k,i}=\sum_a\varphi_a\frac{\langle a|\partial_k|i\rangle}{\Delta_{ai}} .$$
The matrix element of the current operator is
$$\tfrac12[\varphi_i(-i\partial_j)(-iv_{k,i})+(i\partial_j\varphi_i)(-iv_{k,i})]=-\tfrac12(\varphi_i\partial_jv_{k,i}-v_{k,i}\partial_j\varphi_i).$$
A factor 2 from the definition of $\Pi$ and a factor 2 for double occupation give
$$\Pi_{jk}=-2\sum_i(\varphi_i\partial_jv_{k,i}-v_{k,i}\partial_j\varphi_i).$$

For the angular part, $-G\frac12L_z\varphi_i=iu_i$ with $u_i=\frac12\sum_a\varphi_a\langle a|(\mathbf r\times\nabla)_z|i\rangle/\Delta_{ai}$. Hence $\mathbf j_L=2B\sum_i(\varphi_i\nabla u_i-u_i\nabla\varphi_i)$.

**When does a basis give $\Pi=\rho\mathbf 1$?** Let $h$ be the Kohn-Sham operator. Then
$$\langle a|(h-\varepsilon_i)r_k|i\rangle=-\langle a|\partial_k|i\rangle+\langle r_k\varphi_a|(h-\varepsilon_i)\varphi_i\rangle .$$
If $r_k\varphi_i$ lies in the basis, the left side is $\Delta_{ai}\langle a|r_k|i\rangle$. If $\varphi_i$ is a true eigenfunction, and not merely the best one in the basis, the last term is zero. Under both conditions
$$v_{k,i}=-\sum_a\varphi_a\langle a|r_k|i\rangle=-r_k\varphi_i+\sum_{l\,\rm occ}\varphi_l\langle l|r_k|i\rangle .$$
The occupied part cancels in $\Pi$: its coefficients are symmetric in $l,i$, while $\varphi_i\partial_j\varphi_l-\varphi_l\partial_j\varphi_i$ is antisymmetric. The rest gives $2\sum_i\varphi_i^2\delta_{jk}=\rho\delta_{jk}$. It is therefore sufficient that the basis represent the occupied orbitals exactly and also contain their products with $x$, $y$ and $z$.

**Test on a spherical atom.** The shielding of a nucleus at the coordinate origin follows from the Biot-Savart law. The induced field is $\alpha^2\int\mathbf J\times(-\mathbf r)/r^3\,d\mathbf r$, with $\alpha$ the fine-structure constant. With $\mathbf J=-\mathbf j$ and $\sigma=-B_{\rm ind}/B$,
$$\sigma_{zz}=\frac{\alpha^2}{B}\int\frac{x\,j_y-y\,j_x}{r^3}\,d\mathbf r .$$
In beryllium the occupied orbitals are $s$ functions, so $\mathbf L$ about the nucleus gives no response. The conventional current is $\frac12\rho\,\mathbf B\times\mathbf r$. The integrand becomes $\frac12\rho(x^2+y^2)/r^3$, whose angular average is $\rho/(3r)$, and the Lamb formula $\sigma=\frac13\alpha^2\int\rho/r\,d\mathbf r$ follows.

In LDA, with the $s$ functions used here, it gives 148.00 ppm (a larger $s$ set gives 148.03 ppm). The boxed formula, in which the whole shielding must come from $\Pi$, gives 147.99 ppm when every $s$ exponent has a matching $p$ function. If only $p$ exponents below 1 bohr$^{-2}$ are kept, it gives 32.13 ppm. The missing functions are those needed for $\mathbf r$ times the inner part of the $s$ orbitals.

## Stage 5: what survives in a finite basis

Keep the molecule and its basis functions in place, and measure positions and $\mathbf L$ from a new origin $\mathbf a$. Then $\mathbf L\to\mathbf L-\mathbf a\times\mathbf P$ and
$$\mathbf j_L\to\mathbf j_L+\tfrac12\Pi(\mathbf B\times\mathbf a).$$
In the boxed formula the second term becomes $\frac12\Pi[\mathbf B\times(\mathbf r-\mathbf a)]$, and the changes cancel whatever $\Pi$ is. In the conventional formula the diamagnetic term changes by $-\frac12\rho\,\mathbf B\times\mathbf a$, leaving
$$\Delta\mathbf j_{\rm conv}=-\tfrac12(\rho\mathbf 1-\Pi)(\mathbf B\times\mathbf a).$$
This drift grows linearly with the displacement. The difference between the two methods has the same source: $\mathbf d=\mathbf r$ is the conventional calculation with $\mathbf a=\mathbf r$, so the currents differ by $-\frac12(\rho\mathbf 1-\Pi)(\mathbf B\times\mathbf r)$.

Independence of the origin is therefore an algebraic identity in any basis. It is not evidence that the current is accurate.

**Water.** Oxygen is at the origin and the hydrogens are at $(\pm0.76,0.59,0)$ Å, with the field along $z$. The largest basis is uncontracted aug-cc-pVDZ with two tight $p$ functions and one tight $d$ function added on oxygen. The far origin is $\mathbf a=(0,10,0)$ Å. Shieldings $\sigma_{zz}$ of oxygen are in ppm. The sum-rule column is the mean of the three diagonal elements, which differ strongly in a small basis: 2.55, 1.76 and 0.09 for $xx$, $yy$ and $zz$ in STO-3G.

| Basis | Sum rule (10) | Origin O | Far origin | $\mathbf d=\mathbf r$ |
|---|---|---|---|---|
| STO-3G | 1.47 | 166.7 | −694.8 | −209.0 |
| cc-pVDZ | 6.53 | 271.2 | 220.6 | 0.9 |
| largest | 9.80 | 305.5 | 289.3 | 296.3 |

The mean local error of $\Pi$, the integral of the Frobenius norm of $\Pi-\rho\mathbf 1$ divided by $\sqrt3N$, falls from 90% to 41% to 7%.

The cc-pVDZ row is instructive. The conventional shielding moves by 51 ppm under the displacement, while the $\mathbf d=\mathbf r$ value is 270 ppm below the value with the origin on oxygen. The new method has no origin dependence here, yet by the difference formula above the missing 270 ppm are the shielding of the current $+\frac12(\rho\mathbf 1-\Pi)(\mathbf B\times\mathbf r)$, the part of the diamagnetic term that $\Pi$ fails to replace. As in beryllium, the core is largely responsible. The oxygen $1s$ orbital carries about 236 of the 270 ppm, a split that is meaningful only to about 20 ppm because terms mixing occupied orbitals cancel only in the sum. Adding five tight $p$ functions on oxygen to cc-pVDZ raises the $\mathbf d=\mathbf r$ value from 0.9 to about 223 ppm. In the largest basis the three values span 16.2 ppm, and the last two are not converged: uncontracted aug-cc-pVTZ with three tight $p$ and two tight $d$ functions on oxygen gives 305.6, 302.2 and 303.2 ppm, shifts of 0.1, 13 and 7 ppm. This basis includes tight oxygen functions intended for the core response; their separate effect was not computed. The far value depends linearly on the chosen displacement.

The current at one point is a different test from the shielding, and not always a stricter one. At the point used below, the cc-pVDZ current with $\mathbf d=\mathbf r$ differs from the largest-basis current by a vector about 20% as long as that current, although the corresponding cc-pVDZ shielding is almost zero. The small $x$ component alone is less accurate: it is only about half the largest-basis value. At $(0.5,0.3,0.4)$ Å in the largest basis, the $x,y$ components in Å$^{-2}$ are

- origin on oxygen: $(-0.073,0.288)$;
- far origin: $(0.109,0.171)$;
- $\mathbf d=\mathbf r$: $(-0.056,0.267)$.

The drift formula can be read off. For unit field $\hat{\mathbf z}\times\mathbf a=(-10,0,0)$ Å, so $\Delta j_x=5(\rho-\Pi_{xx})$, with the factor 5 in Å. The printed change $0.109+0.073=0.182$ Å$^{-2}$ means $\rho-\Pi_{xx}=0.036$ Å$^{-3}$ at this point. In STO-3G the change is $2.762+0.157=2.919$ Å$^{-2}$, which gives 0.584 Å$^{-3}$. A small remaining error in $\Pi$ is thus multiplied by half the 10 Å displacement in the drift of the conventional current, but only by half the distance of the point from the field axis through oxygen in the difference between the first and third entries.

The $\mathbf d=\mathbf r$ current corresponds to an electric current per field of about $(1.6,-7.5)$ nA/(T Å$^2$). In the triple-zeta basis mentioned above the $\mathbf d=\mathbf r$ current becomes $(-0.063,0.277)$ Å$^{-2}$, or $(1.8,-7.8)$ nA/(T Å$^2$), a shift of 0.2 to 0.3 nA/(T Å$^2$) per component. These numbers contain the remaining basis error and the error of LDA, and they omit vibration, relativity and any current dependence of the functional. The numerical check also diagonalizes the cc-pVDZ problem in a small finite field, with the gauge origin at the observation point. It finds the current of the boxed formula at three points.

## Table of computed values

```
A = angstrom; currents are j*m_e/(e*B), components x, y
WELL: hbar*omega x, y, z: 4.0, 8.0, 8.0 eV
point x, y, z: 0.5, 0.5, 0.0 A
density: 0.09215 A^-3
paramagnetic, origin 0: -0.00768, -0.00768 A^-2
diamagnetic, origin 0: -0.02304, 0.02304 A^-2
momentum response, d=r: -0.02304, 0.02304 A^-2
diamagnetic, d=r: 0.00000, 0.00000 A^-2
total, d=r: -0.03072, 0.01536 A^-2
wrong: d=r inserted too early: -0.00768, -0.00768 A^-2
electric current/B: 0.86555, -0.43278 nA/(T A^2)
BERYLLIUM, LDA, shielding
Lamb formula: 148.00 ppm
d=r, p exponents same as s: 147.99 ppm
d=r, p exponents below 1 bohr^-2 only: 32.13 ppm
WATER, LDA, field along z, normal to the plane
O at 0.00, 0.00, 0.00 A
H at 0.76, 0.59, 0.00 A
second H: mirror image, x reversed
probe point: 0.5, 0.3, 0.4 A
far origin: 0.0, 10.0, 0.0 A
tight exponents added on O in the last basis:
 p 53.10, p 159.30, d 3.56 bohr^-2
STO-3G, 7 functions
 momentum sum: 1.467 of 10 electrons
 mean local error of Pi: 90.2 %
 j, origin at O: -0.15651, 0.32186 A^-2
 j, far origin: 2.76202, -2.40531 A^-2
 j, d=r: 0.07970, 0.00232 A^-2
 sigma_zz(O): origin O 166.7, far -694.8, d=r -209.0 ppm
cc-pVDZ, 24 functions
 momentum sum: 6.534 of 10 electrons
 mean local error of Pi: 40.9 %
 j, origin at O: -0.07569, 0.27671 A^-2
 j, far origin: 0.22875, -0.56571 A^-2
 j, d=r: -0.02860, 0.22877 A^-2
 sigma_zz(O): origin O 271.2, far 220.6, d=r 0.9 ppm
uncontracted aug-cc-pVDZ + tight p, d on O, 68 functions
 momentum sum: 9.797 of 10 electrons
 mean local error of Pi: 7.0 %
 j, origin at O: -0.07273, 0.28819 A^-2
 j, far origin: 0.10922, 0.17122 A^-2
 j, d=r: -0.05591, 0.26704 A^-2
 sigma_zz(O): origin O 305.5, far 289.3, d=r 296.3 ppm
last basis, d=r, electric current/B: 1.57545, -7.52503 nA/(T A^2)
```
